# Spin transmission past a side-coupled level in a tight-binding chain

**Setting.** An electron moves on an infinite chain of identical sites $n=\dots,-1,0,1,\dots$. Every site energy is zero, and neighbouring sites are joined by the matrix element $-t$, with $t>0$. One further orbital, the side level, is joined to site 0 by the same element $-t$ and to nothing else. A fixed magnetization splits this level: its energy is $\varepsilon_\uparrow=0$ for spin up and $\varepsilon_\downarrow=2t$ for spin down. Unless a part says otherwise, spin is conserved and electrons are independent of one another. Band centre means $E=0$.

## (a) Amplitude equations

**Question.** Write the stationary equations for the chain amplitudes $\psi_n$ and the side amplitude $\varphi$. Find the energy of a plane wave and its direction of travel.

**Answer.** Each row of $H\psi=E\psi$ equates $E$ times an amplitude to its own site energy term plus $-t$ times each neighbouring amplitude. For a side level of energy $\varepsilon$,

$$E\psi_n=-t(\psi_{n-1}+\psi_{n+1})\qquad(n\neq0),$$
$$E\psi_0=-t(\psi_{-1}+\psi_1)-t\varphi,$$
$$(E-\varepsilon)\varphi=-t\psi_0 .$$

Inserting $\psi_n=e^{ikn}$ in the first equation and dividing by $e^{ikn}$ gives

$$E=-t(e^{-ik}+e^{ik})=-2t\cos k .$$

Here $k$ is the phase advance per site. The velocity in sites per unit time is $(1/\hbar)\,dE/dk=(2t/\hbar)\sin k$, which is positive for $0<k<\pi$. Waves in this range move right. Band centre corresponds to $k=\pi/2$, where $e^{ik}=i$.

## (b) Transmission at a general energy

**Question.** A wave of unit amplitude arrives from the left. Find the transmission probability $T(E)$ for $|E|<2t$ and $E\neq\varepsilon$, and check that probability is conserved.

**Answer.** Take

$$\psi_n=e^{ikn}+re^{-ikn}\ (n\le0),\qquad \psi_n=\tau e^{ikn}\ (n\ge0).$$

Both expressions describe the same amplitude at site 0, so $1+r=\tau$. The velocity is equal on the two sides, hence the ratio of transmitted to incoming current is $T=|\tau|^2$.

Since $E\neq\varepsilon$, the side equation gives $\varphi=-t\psi_0/(E-\varepsilon)$. The term $-t\varphi$ in the site-0 equation then becomes $V\psi_0$, with

$$V=\frac{t^2}{E-\varepsilon}.$$

The side level therefore acts as an energy-dependent potential on site 0. That site's equation reads

$$E\tau=-t(e^{-ik}+re^{ik})-t\tau e^{ik}+V\tau .$$

Substitute $r=\tau-1$ in the first bracket:

$$e^{-ik}+(\tau-1)e^{ik}=\tau e^{ik}-2i\sin k .$$

This gives

$$E\tau=2it\sin k-2t\tau e^{ik}+V\tau .$$

Replace $E$ by $-t(e^{ik}+e^{-ik})$ and add $2t\tau e^{ik}$ to both sides. The left side becomes $t\tau(e^{ik}-e^{-ik})=2it\tau\sin k$, so

$$\tau=\frac{2it\sin k}{2it\sin k-V},\qquad r=\tau-1=\frac{V}{2it\sin k-V}.$$

Because $V$ is real, both denominators have squared modulus $4t^2\sin^2k+V^2$. The squared numerators add to the same quantity, so $|r|^2+|\tau|^2=1$.

From the dispersion relation, $4t^2\sin^2k=4t^2-E^2$. Multiplying numerator and denominator of $|\tau|^2$ by $(E-\varepsilon)^2$ yields

$$T(E)=\frac{(4t^2-E^2)(E-\varepsilon)^2}{(4t^2-E^2)(E-\varepsilon)^2+t^4}.$$

## (c) The two spins at band centre

**Question.** Find $T_\uparrow$ and $T_\downarrow$ at $E=0$. For the spin whose side level lies at the electron energy, start again from the equations of part (a), and find the side amplitude.

**Answer.** For spin up $E=\varepsilon_\uparrow=0$, so the division used to define $V$ is not allowed. The side equation is now $0=-t\psi_0$, which forces $\psi_0=0$. Since $\psi_0=\tau=1+r$,

$$\tau_\uparrow=0,\qquad r_\uparrow=-1,\qquad T_\uparrow=0 .$$

With $k=\pi/2$, the amplitude left of the junction is $\psi_{-1}=e^{-ik}-e^{ik}=-2i$, while $\psi_1=0$. The site-0 equation becomes $0=-t(-2i+\varphi)$, so $\varphi=2i$. The side level is thus occupied with probability weight 4, relative to the unit amplitude of the incoming wave. Its contribution at site 0 cancels that of site $-1$, and the total wave has a node at the junction.

For spin down the division is safe:

$$V=\frac{t^2}{0-2t}=-\frac t2,\qquad
\tau_\downarrow=\frac{2it}{2it+t/2}=\frac{4i}{1+4i}.$$

The squared moduli of numerator and denominator are 16 and $1+16$, hence

$$T_\downarrow=\frac{16}{17}\approx0.941,\qquad |r_\downarrow|^2=\frac1{17}.$$

Both results are contained in the band-centre form of part (b),

$$T(0)=\frac{4\varepsilon^2}{4\varepsilon^2+t^2},$$

whose limit for $\varepsilon\to0$ agrees with the separate spin-up calculation. The transmission rises towards 1 as $|\varepsilon|$ grows, because a distant level produces a weak potential. A splitting of $2t$ leaves a reflection of $1/17$.

## (d) Conductance and magnetic state

**Question.** Take $t=1$ eV and the Fermi energy at band centre. Find the zero-temperature linear conductance and the polarization $P=(T_\downarrow-T_\uparrow)/(T_\downarrow+T_\uparrow)$ for unpolarized incoming electrons. Can the conductance of this one junction reveal whether the magnetization has been reversed?

**Answer.** Right-moving states in an interval $dk$ have density $dk/2\pi$ per site and velocity $(1/\hbar)dE/dk$. Their product is $dE/h$, independent of the band shape. A small voltage $v$ opens an energy window $ev$, so each spin carries the current $e(ev/h)T$ and has conductance $(e^2/h)T$. Therefore

$$G=\frac{e^2}{h}\left(0+\frac{16}{17}\right)=38.74\ \mu\mathrm S\times0.9412=36.46\ \mu\mathrm S,\qquad P=1 .$$

Reversing the magnetization exchanges $\varepsilon_\uparrow$ and $\varepsilon_\downarrow$. The transmitted spin changes, but the sum $T_\uparrow+T_\downarrow$ does not. With unpolarized leads the conductance cannot reveal the reversal.

A second such junction, attached at another site and keeping its own magnetization fixed, can. If the two magnetizations are opposite, each spin meets one junction whose level lies at $E=0$. There the chain amplitude vanishes. The current through the adjoining bond is proportional to $\mathrm{Im}(\psi_0^*\psi_1)$, so it vanishes too, and neither spin is transmitted. If the magnetizations are parallel, spin down has no such node and is transmitted, with probability 0.985 when the junctions are an odd number of sites apart and 0.800 when the number is even.

## (e) Position and strength of the coupling

**Question.** First, remove the side level and give site 0 itself the energy 0 or $2t$. Compare the transmissions at band centre. Second, restore the side level but join it by $-g$ instead of $-t$, keeping its energies and the chain fixed. What does a weaker coupling gain, and what does it cost?

**Answer.** In the first case the potential on site 0 is $V=\varepsilon$, and part (b) gives

$$T_{\text{in-line}}(0)=\frac{4t^2}{4t^2+\varepsilon^2}.$$

This is 1 for spin up and $1/2$ for spin down. The preferred spin is the opposite of that in part (c), and $P=(1/2-1)/(1/2+1)=-1/3$. A level at the electron energy is therefore no obstacle in itself. It blocks the wave here because it hangs beside the chain and forces a node at its junction.

In the second case each of the two steps through the coupling supplies a factor $g$, so $V=g^2/(E-\varepsilon)$. At band centre

$$T(0)=\frac{4t^2\varepsilon^2}{4t^2\varepsilon^2+g^4}.$$

For $\varepsilon_\downarrow=2t$ this equals $16t^4/(16t^4+g^4)$, which approaches 1 as $g$ decreases. The cost appears when the spin-up level misses the Fermi energy by a small amount $\delta$. The leakage is then $4t^2\delta^2/(4t^2\delta^2+g^4)$, which grows as $g$ decreases. The unwanted spin stays blocked only if both $|\delta|$ and the energy spread of the electrons, treated in part (f), are small compared with $g^2/2t$.

## (f) Electrons with a spread of energies

**Question.** Keep $t=1$ eV. Find the leading behaviour of $T_\uparrow$ near $E=0$. Use it to estimate the spin-up transmission (i) at 300 K in linear response, and (ii) at zero temperature with a bias of 0.1 V, taking a window from $-0.05$ to $+0.05$ eV and levels unaffected by the bias.

**Answer.** With $\varepsilon=0$ and $x=E/t$, set $a=x^2(4-x^2)$. Then

$$T_\uparrow=\frac{a}{1+a}=a-a^2+\dots=4x^2-17x^4+\dots .$$

(i) At finite temperature each energy is weighted by $-df/dE$, where $f$ is the Fermi function. With $y=E/k_BT_{\rm el}$ and $T_{\rm el}$ the temperature, the mean of $y^2$ is

$$\int_{-\infty}^{\infty}\frac{y^2e^{-y}}{(1+e^{-y})^2}dy
=2\sum_{m=1}^{\infty}(-1)^{m+1}m\int_0^\infty y^2e^{-my}dy .$$

The integrand is even, which gives the factor 2, and the fraction has been expanded in powers of $e^{-y}$. Each integral is $2/m^3$, so the mean is $4\sum(-1)^{m+1}/m^2=4\pi^2/12=\pi^2/3$. To leading order

$$\langle T_\uparrow\rangle\approx\frac{4\pi^2}{3}\left(\frac{k_BT_{\rm el}}{t}\right)^2
=13.16\times(0.02585)^2=0.0088 .$$

The full $T(E)$ gives 0.0085. It is lower, as the negative $x^4$ term requires. Spin down stays at 0.941, and the polarization of the conductance falls to 0.982.

(ii) The mean of $E^2$ over a uniform window of half-width $w$ is $w^2/3$. Hence

$$\langle T_\uparrow\rangle\approx\frac{4(0.05)^2}{3}=0.0033,$$

in agreement with the full average, 0.00331. The polarization is 0.993.

A moving packet shows the same effect without any assumed scattering state. In a numerical test on an 801-site chain, a Gaussian packet starts at site $-200$ with central $k=\pi/2$ and a position spread of 40 sites. The probability found on the right after the collision is 0.002480 for spin up and 0.941144 for spin down. Averaging the formula of part (b) over the packet's wave numbers gives the same digits. The small spin-up part comes from the energy spread: the spread in $k$ is $1/(2\times40)=0.0125$, the energy spread is $2t$ times this, or 0.025 eV, and $4(0.025)^2=0.0025$.

## (g) Three imperfections

**Question.** At $E=0$ and $t=1$ eV, treat separately: (i) a common shift of both levels by $+0.1$ eV; (ii) a matrix element $-s$ between the side level and site 1, with $s=0.1$ eV; (iii) a matrix element $w=0.05$ eV between the two spin states of the side level. Which one harms the polarization least?

**Answer.** (i) The band-centre formula gives

$$T_\uparrow=\frac{4(0.1)^2}{4(0.1)^2+1}=0.0385,\qquad
T_\downarrow=\frac{4(2.1)^2}{4(2.1)^2+1}=0.946,$$

and $P=0.922$.

(ii) The side equation becomes $(E-\varepsilon)\varphi=-t\psi_0-s\psi_1$. Eliminating $\varphi$ from the site-0 equation changes the coefficient of $\psi_1$ there from $-t$ to

$$-t+\frac{ts}{E-\varepsilon}.$$

This link between the left and right halves vanishes at $E=\varepsilon+s$. For spin up the zero has not disappeared; it has moved to 0.1 eV.

To find the leakage at $E=\varepsilon_\uparrow=0$, write $q=s/t$ and $\psi_1=A$, with $\psi_2=iA$ for the outgoing wave. The three equations are

$$\psi_0=-qA,\qquad \psi_{-1}+A+\varphi=0,\qquad \psi_0+iA+q\varphi=0 .$$

On the left $\psi_{-1}=-i+ir$ and $r=\psi_0-1$, so $\psi_{-1}=-2i-iqA$. The third equation gives $\varphi=A-iA/q$. Inserting both in the second,

$$A\left[2-i\left(q+\frac1q\right)\right]=2i,\qquad
T_\uparrow=|A|^2=\frac{4}{4+(q+1/q)^2}.$$

For $q=0.1$ this is $4/(4+10.1^2)=0.0377$. The numerical solution for spin down is 0.945, so $P=0.923$.

(iii) Let $a_\sigma$ be the incoming amplitude of spin $\sigma$. At band centre $\psi_{-1}=-2ia_\sigma+i\tau_\sigma$ and $\psi_1=i\tau_\sigma$, so the site-0 equation gives $\varphi_\sigma=2i(a_\sigma-\tau_\sigma)$. With $q=w/t$, the side equations divided by $t$ are

$$0=-\tau_\uparrow+q\varphi_\downarrow,\qquad -2\varphi_\downarrow=-\tau_\downarrow+q\varphi_\uparrow .$$

For incoming spin down, $a_\uparrow=0$ and $a_\downarrow=1$. The first equation gives $\tau_\uparrow=2iq(1-\tau_\downarrow)$, and $\varphi_\uparrow=-2i\tau_\uparrow=4q(1-\tau_\downarrow)$. The second becomes

$$-4i(1-\tau_\downarrow)=-\tau_\downarrow+4q^2(1-\tau_\downarrow).$$

Writing $\tau_\downarrow=1-(1-\tau_\downarrow)$ and collecting terms,

$$1-\tau_\downarrow=\frac{1}{1+4q^2+4i},\qquad
|\tau_\uparrow|^2=\frac{4q^2}{(1+4q^2)^2+16}.$$

For $q=0.05$ the flipped probability is $0.01/17.02=0.00059$. Summed over both incoming spins, the numerical solution gives 0.00059 in outgoing spin up and 0.941 in outgoing spin down, so $P=0.9987$. Of the three imperfections, with these sizes, the spin flip harms the polarization least. Because the chain does not distinguish the spins, a fixed $w$ mainly tilts the spin axis of the side level, by about $w/t=0.05$ rad: 0.9987 is $\cos0.05$, and along the tilted axis the outgoing current is still polarized to 0.99999. This case does not describe spin flips that randomize the spin.

## (h) Repulsion and a real junction

**Question.** Fill all states below $E=0$. Diagonalizing an 801-site chain with its side level gives a spin-down occupation $n_\downarrow=0.056$ of that level. Explain why $n_\uparrow=1/2$. If the splitting came from repulsion $U$ within this single orbital, what $U$ would mean-field theory require? Assess the model for an iron atom beside a monatomic gold chain.

**Answer.** For spin up all site energies are zero. Change the sign of the amplitude on every odd site and on the side level. Each bond then joins one changed and one unchanged amplitude, so every matrix element reverses sign, and a state of energy $E$ becomes one of energy $-E$ with the same weight on the side level. No state of this 801-site chain, whose end sites $\pm400$ are even, lies at exactly $E=0$: there the side equation gives $\psi_0=0$, the odd-site equations then make every even-site amplitude vanish, and the even-site equations, taken inwards from the two ends, remove the odd-site amplitudes and finally $\varphi$. The weight on the side level is therefore shared equally between negative and positive energies. It totals 1, so $n_\uparrow=1/2$. The spin-down value depends slightly on chain length: it is 0.0556 for 801 sites and 0.0553 for the infinite chain, which leaves the two-digit results below unchanged.

In mean field each spin feels the average occupation of the other: $\varepsilon_\uparrow=\varepsilon_0+Un_\downarrow$ and $\varepsilon_\downarrow=\varepsilon_0+Un_\uparrow$. Subtraction gives

$$U=\frac{2\ \mathrm{eV}}{0.500-0.056}=4.5\ \mathrm{eV},\qquad Un_\downarrow=0.25\ \mathrm{eV}.$$

The repulsion exceeds the 4 eV bandwidth, and its average effect on the spin-up level is larger than the shift in part (g). To keep that level at zero, the bare energy must be $\varepsilon_0=-0.25$ eV. A fixed spin-up level displaced by 0.25 eV would give $T_\uparrow=0.25/1.25=0.20$; in self-consistent mean field the effect is stronger. At $\varepsilon_0=0$ and $U=4.5$ eV the splitting vanishes: both levels lie at 0.76 eV, $T=0.70$ for each spin, and $P=0$. Raising $\varepsilon_0$ by only 0.1 eV from $-0.25$ eV moves the levels to 0.22 and 1.49 eV and lowers $P$ to 0.70. Static levels are therefore a substantive assumption. Mean-field theory also omits fluctuations of the local spin. With $|\varepsilon_0|$ below the level width $t/2$ they are not small: the exact lowest state of a half-filled 17-site chain with these $\varepsilon_0$ and $U$ is a singlet with occupation 0.305 for each spin, so on that chain repulsion in this one orbital does not hold a fixed splitting.

For iron beside gold, a hopping of order 1 eV and a 3d exchange splitting of order 2 eV are rough values; a single atom may have a larger splitting, about 3 to 4 eV for free iron in density-functional theory. The filling also differs: levels at 0 and $+2t$ hold 0.56 electrons per orbital, or 2.8 over five orbitals, whereas iron has 6 to 7. Levels at $-2t$ and 0 hold 7.2 and give the same two transmissions, but the blocked spin is then that of the upper, minority level. A side coupling as large as the chain hopping is probably at the strong end, since a 3d orbital is compact. The spin-flip element of 0.05 eV corresponds to a magnetization tilted by about 0.05 rad, since a small tilt gives an element equal to half the 2 eV splitting times the angle. The 3d spin-orbit coupling has a similar size, but it has no element between the two spin states of one real orbital and flips spin only by way of other orbitals, which this model leaves out. In iron the other d electrons help to maintain the splitting, but they also offer further orbitals through which current may pass, and the magnetization must be held fixed by some outside means. Exact alignment is a sensitive assumption: nothing in the model holds the side level at the Fermi energy, and an error of 0.1 eV already lowers the model's polarization from 1 to 0.92. A second contact of 0.1 eV does almost the same harm. These figures are for a side coupling equal to $t$; with $g=0.5$ eV the same misalignment gives $P=0.44$, and a temperature of 300 K alone gives $P=0.82$. The values $0$ and $16/17$ are exact for the stated model and are not a prediction for a particular iron–gold structure. The numerical output lists the main computed values.

## Computed values

```
Hopping and side coupling t: 1.00 eV
Side levels, up and down: 0.00, 2.00 eV
Exact T up: 0; exact T down: 16/17
T down as decimal: 0.941176
Exact reflection, spin down: 1/17
Side amplitude, spin up (incoming amplitude 1): 2*I
Effective site potential, spin down: -0.500 eV
Ideal polarization: 1.0000
Conductance unit e^2/h: 38.740 uS
Total conductance: 36.462 uS
In-line level T, at 0 and 2t: 1.0000, 0.5000
Packet start site and width: -200, 40 sites
Packet T, up and down: 0.002480, 0.941144
Formula averaged over packet, up and down: 0.002480, 0.941144
Temperature: 300 K; kT: 0.02585 eV
Bias: 0.10 V; common level shift: 0.10 eV
Spin-flip coupling: 0.05 eV; second contact: 0.10 eV
Thermal: T up 0.00848, T down 0.94106, polarization 0.9821
Bias: T up 0.00331, T down 0.94113, polarization 0.9930
Level shift: T up 0.03846, T down 0.94635, polarization 0.9219
Spin flip: T up 0.00059, T down 0.94066, polarization 0.9987
Second contact: T up 0.03773, T down 0.94533, polarization 0.9232
Spin-up zero with second contact: E = 0.10 eV, T there 1.2e-32
Level occupations, up and down: 0.5000, 0.0556
U needed for self-sustained splitting: 4.50 eV
Mean-field shift U*n_down of up level: 0.25 eV
```
